# Pseudo-angular momentum of honeycomb phonons at K and intervalley scattering: verification in Python

```python
"""Pseudo-angular momentum (PAM) of honeycomb phonons at K and intervalley rule.

Result under test: a C3 eigenfield has eigenvalue exp(-2 pi i l/3), where
l = spin part + orbital part (mod 3) on each sublattice.  Absorbing a phonon at K
takes an electron from K to K' = 2K (equivalent to -K) only if
l_final - l_initial = l_phonon (mod 3).

Symbols: tau = sites A and B from a hexagon centre; alpha, beta = first- and
second-neighbour springs; U = strength of the local functional (U/2) int n^2;
g = electron-phonon amplitude, with zero-point displacement included.
Lengths in angstrom, energies in eV, masses in atomic mass units.
"""
import itertools
import numpy as np
from scipy import constants as sc

HB2_ELECTRON = sc.hbar**2 / sc.m_e / sc.e * 1e20
HB2_MASS_UNIT = sc.hbar**2 / sc.atomic_mass / sc.e * 1e20
a = 3.0
lattice = a * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
recip = 2 * np.pi * np.linalg.inv(lattice).T
area = abs(np.linalg.det(lattice))
tau = np.array([[1, 1], [-1, -1]]) / 3 @ lattice
K_frac = np.array([2.0, 1.0]) / 3
K = K_frac @ recip
C3 = np.array([[-0.5, -np.sqrt(3) / 2], [np.sqrt(3) / 2, -0.5]])
C3_3d = np.eye(3)
C3_3d[:2, :2] = C3
centres = {"hexagon": np.zeros(2), "A site": tau[0], "B site": tau[1]}
masses = np.array([40.0, 20.0])
alpha, beta = 20.0, 2.0
circular = np.array([[1, 1j], [1, -1j]]) / np.sqrt(2)
basis_labels = [(0, 0), (0, 1), (1, 0), (1, 1)]  # A+, A-, B+, B-
basis_names = ["A+", "A-", "B+", "B-"]


def mod3(value):
    assert abs(value - round(value)) < 1e-3
    return (int(round(value)) + 1) % 3 - 1


def pam_from_fields(original, rotated):
    """Label from a field and its rotated image, checking it is an eigenfield."""
    original, rotated = np.ravel(original), np.ravel(rotated)
    eigenvalue = np.vdot(original, rotated) / np.vdot(original, original)
    error = np.linalg.norm(rotated - eigenvalue * original)
    assert error < 1e-5 * np.linalg.norm(original)
    return mod3(-3 * np.angle(eigenvalue) / (2 * np.pi))


def is_lattice_vector(vector):
    frac = recip @ vector / (2 * np.pi)
    return np.allclose(frac, np.round(frac), atol=1e-8)


def phonon_pam(pattern, wavevector, centre):
    """Rotate the displacement field atom by atom; pattern has shape (2, 3)."""
    original, rotated = [], []
    for s in (0, 1):
        for cell in itertools.product(range(-1, 2), repeat=2):
            site = tau[s] + np.array(cell) @ lattice
            source = C3.T @ (site - centre) + centre
            found = [p for p in (0, 1) if is_lattice_vector(source - tau[p])]
            assert len(found) == 1
            original.append(pattern[s] * np.exp(1j * wavevector @ site))
            rotated.append(C3_3d @ pattern[found[0]]
                           * np.exp(1j * wavevector @ source))
    return pam_from_fields(np.array(original), np.array(rotated))


sample_points = np.random.default_rng(3).uniform(-1.5, 1.5, (40, 2))


def scalar_pam(function, centre):
    source = (sample_points - centre) @ C3 + centre
    return pam_from_fields(function(sample_points), function(source))


def orbital_part(wavevector, s, centre):
    G = C3 @ wavevector - wavevector
    return mod3(-3 * G @ (tau[s] - centre) / (2 * np.pi))


def bloch_sum(wavevector, s, m):
    def function(points):
        total = np.zeros(len(points), complex)
        for cell in itertools.product(range(-5, 6), repeat=2):
            site = tau[s] + np.array(cell) @ lattice
            d = points - site
            angular = (d[:, 0] + 1j * np.sign(m) * d[:, 1]) ** abs(m)
            total += (np.exp(1j * wavevector @ site) * angular
                      * np.exp(-np.sum(d**2, axis=1) / (2 * 0.6**2)))
        return total
    return function


# Spin plus orbital parts against explicit rotation of fields, in both valleys
vectors = {1: np.array([1, 1j, 0]), -1: np.array([1, -1j, 0]),
           0: np.array([0, 0, 1.0])}
for valley, s, centre in itertools.product((1, -1), (0, 1), centres.values()):
    orbital = orbital_part(valley * K, s, centre)
    for spin, vector in vectors.items():
        pattern = np.zeros((2, 3), complex)
        pattern[s] = vector
        assert phonon_pam(pattern, valley * K, centre) == mod3(spin + orbital)
    for m in range(-2, 3):
        measured = scalar_pam(bloch_sum(valley * K, s, m), centre)
        assert measured == mod3(m + orbital)

# Phonons: Hessian of a 3 x 3 supercell by finite differences of the energy
supercell = list(itertools.product(range(3), repeat=2))


def atom_index(s, cell):
    return 9 * s + 3 * (cell[0] % 3) + cell[1] % 3


first, second, bond_vectors, stiffness = [], [], [], []
for cell in supercell:
    links = [(0, 1, off, alpha) for off in ((1, 0), (0, 1), (1, 1))]
    links += [(s, s, off, beta) for s in (0, 1)
              for off in ((1, 0), (0, 1), (-1, 1))]
    for s, p, off, spring in links:
        first.append(atom_index(s, cell))
        second.append(atom_index(p, (cell[0] + off[0], cell[1] + off[1])))
        bond_vectors.append(tau[p] + np.array(off) @ lattice - tau[s])
        stiffness.append(spring)
bond_vectors, stiffness = np.array(bond_vectors), np.array(stiffness)
rest_lengths = np.linalg.norm(bond_vectors, axis=1)


def spring_energy(displacement):
    d = displacement.reshape(18, 2)
    lengths = np.linalg.norm(bond_vectors + d[second] - d[first], axis=1)
    return 0.5 * np.sum(stiffness * (lengths - rest_lengths) ** 2)


step = 1e-4
shifts = step * np.eye(36)
hessian = np.zeros((36, 36))
for i in range(36):
    for j in range(i, 36):
        p, q = shifts[i], shifts[j]
        value = (spring_energy(p + q) - spring_energy(p - q)
                 - spring_energy(q - p) + spring_energy(-p - q)) / (4 * step**2)
        hessian[i, j] = hessian[j, i] = value
waves = np.zeros((36, 4), complex)
for column, (s, polarization) in enumerate(basis_labels):
    for cell in supercell:
        site = tau[s] + np.array(cell) @ lattice
        row = 2 * atom_index(s, cell)
        waves[row:row + 2, column] = (circular[polarization]
                                      * np.exp(1j * K @ site) / 3)
basis_masses = np.array([masses[s] for s, _ in basis_labels])
dynamical = (waves.conj().T @ hessian @ waves
             / np.sqrt(np.outer(basis_masses, basis_masses)))
predicted = np.diag((3 * alpha + 9 * beta) / (2 * basis_masses))
predicted[1, 2] = predicted[2, 1] = 1.5 * alpha / np.sqrt(np.prod(masses))
# tolerance: truncation and rounding of the second difference
assert np.max(abs(dynamical - predicted)) < 1e-6
squares, modes = np.linalg.eigh((dynamical + dynamical.conj().T) / 2)
phonon_energies = np.sqrt(squares * HB2_MASS_UNIT)
sA, sB = (3 * alpha + 9 * beta) / (2 * masses)
root = np.sqrt((sA - sB)**2 / 4 + 9 * alpha**2 / (4 * np.prod(masses)))
closed = np.sort([sA, sB, (sA + sB) / 2 + root, (sA + sB) / 2 - root])
assert np.allclose(squares, closed, rtol=1e-6)


def mode_pattern(mode):
    pattern = np.zeros((2, 3), complex)
    for b, (s, polarization) in enumerate(basis_labels):
        pattern[s, :2] += (modes[b, mode] * circular[polarization]
                           / np.sqrt(masses[s]))
    return pattern


phonon_labels = {name: [phonon_pam(mode_pattern(v), K, c) for v in range(4)]
                 for name, c in centres.items()}
weights = abs(modes) ** 2
mean_spin = weights[0] - weights[1] + weights[2] - weights[3]

# Electrons: plane waves, Gaussian wells and a local density functional
N = 24
cutoff = 9.0
depths, width, U = np.array([-50.0, -20.0]), 0.5, 5.0
integers = np.rint(np.fft.fftfreq(N, 1 / N)).astype(int)
n1, n2 = np.meshgrid(integers, integers, indexing="ij")
G_grid = n1[..., None] * recip[0] + n2[..., None] * recip[1]
box = np.array(list(itertools.product(range(-9, 10), repeat=2)))
k_grid = [np.array(k) / 6 for k in itertools.product(range(6), repeat=2)]


def well_transform(vectors_k, s, stretch):
    wx, wy = width * stretch, width
    exponent = (wx * vectors_k[..., 0])**2 + (wy * vectors_k[..., 1])**2
    return depths[s] * 2 * np.pi * wx * wy * np.exp(-exponent / 2) / area


def bands(k_frac, potential):
    k_vectors = (box + k_frac) @ recip
    keep = np.sum(k_vectors**2, axis=1) < cutoff**2
    n = box[keep]
    diff = n[:, None] - n[None, :]
    H = potential[diff[..., 0] % N, diff[..., 1] % N].astype(complex)
    H += np.diag(0.5 * HB2_ELECTRON * np.sum(k_vectors[keep]**2, axis=1))
    energies, coefficients = np.linalg.eigh(H)
    return energies, coefficients, n


def periodic_part(coefficients, n):
    table = np.zeros((coefficients.shape[1], N, N), complex)
    table[:, n[:, 0] % N, n[:, 1] % N] = coefficients.T
    return (np.fft.ifft2(table, axes=(1, 2)) * N**2).reshape(len(table), -1)


def ground_state(positions, stretch=1.0, start=None):
    ionic = sum(well_transform(G_grid, s, stretch)
                * np.exp(-1j * G_grid @ positions[s]) for s in (0, 1))
    density = np.zeros(N * N) if start is None else start.copy()
    for _ in range(150):
        potential = ionic + U * np.fft.fft2(density.reshape(N, N)) / N**2
        new = np.zeros(N * N)
        for k in k_grid:
            _, c, n = bands(k, potential)
            new += 2 * abs(periodic_part(c[:, :1], n)[0])**2
        new /= len(k_grid) * area
        change = np.max(abs(new - density))
        density = density + 0.7 * (new - density)
        if change < 1e-10:
            return potential, density
    raise RuntimeError("self-consistency not reached")


def bare_perturbation(q_frac, s, direction, stretch=1.0):
    vectors_k = G_grid + q_frac @ recip
    table = (-1j * (vectors_k @ direction) * well_transform(vectors_k, s, stretch)
             * np.exp(-1j * G_grid @ tau[s]))
    return (np.fft.ifft2(table) * N**2).ravel()


def screen(q_frac, bare, potential):
    """Solve dV = dV_bare + U chi0 dV; also return the smallest excitation."""
    pairs, factors, smallest = [], [], np.inf
    for k in k_grid:
        e1, c1, m1 = bands(k, potential)
        e2, c2, m2 = bands(k + q_frac, potential)
        occupied = periodic_part(c1[:, :1], m1)[0]
        pairs.append(occupied.conj() * periodic_part(c2[:, 1:], m2))
        factors.append(4 / (len(k_grid) * area) / (e1[0] - e2[1:]))
        smallest = min(smallest, e2[1] - e1[0])
    assert smallest > 0
    pairs, factors = np.concatenate(pairs), np.concatenate(factors)
    chi = pairs.T @ (factors[:, None] * pairs.conj()) / N**2
    return np.linalg.solve(np.eye(N * N) - U * chi, bare), smallest


def couplings(potential, stretch=1.0):
    """Bare and screened g[final, initial, mode] in meV, three lowest bands."""
    bare = np.array([bare_perturbation(K_frac, s, circular[p], stretch)
                     for s, p in basis_labels]).T
    full, smallest = screen(K_frac, bare, potential)
    _, c1, m1 = bands(K_frac, potential)
    _, c2, m2 = bands(2 * K_frac, potential)
    initial = periodic_part(c1[:, :3], m1)
    final = periodic_part(c2[:, :3], m2)
    amplitude = modes * np.sqrt(HB2_MASS_UNIT / (2 * basis_masses[:, None]
                                                * phonon_energies[None, :]))
    results = [1000 * np.einsum("fr,ir,rb,bv->fiv", final.conj(), initial,
                                field, amplitude, optimize=True) / N**2
               for field in (bare, full)]
    return results[0], results[1], smallest


potential, density = ground_state(tau)

# Linear response against self-consistent calculations with a displaced A site
shift = 0.005
moved = []
for sign in (1, -1):
    positions = tau.copy()
    positions[0, 0] += sign * shift
    moved.append(ground_state(positions, start=density)[1])
finite_difference = (moved[0] - moved[1]) / (2 * shift)
bare_zero = bare_perturbation(np.zeros(2), 0, np.array([1.0, 0.0]))[:, None]
full_zero, _ = screen(np.zeros(2), bare_zero, potential)
response = ((full_zero - bare_zero) / U)[:, 0]
response_error = (np.linalg.norm(response - finite_difference)
                  / np.linalg.norm(finite_difference))
assert response_error < 1e-3  # finite displacement leaves a quadratic error


def electron_function(k_frac, band):
    _, c, n = bands(k_frac, potential)
    k_vectors = (n + k_frac) @ recip
    return lambda points: np.exp(1j * points @ k_vectors.T) @ c[:, band]


initial_labels, final_labels = {}, {}
for name, centre in centres.items():
    initial_labels[name] = [scalar_pam(electron_function(K_frac, b), centre)
                            for b in range(3)]
    final_labels[name] = [scalar_pam(electron_function(2 * K_frac, b), centre)
                          for b in range(3)]
    for labels, k in ((initial_labels, K), (final_labels, 2 * K),
                      (phonon_labels, K)):
        move = 3 * (C3 @ k - k) @ centre / (2 * np.pi)
        assert labels[name] == [mod3(x + move) for x in labels["hexagon"]]
assert final_labels["hexagon"] == [mod3(-x) for x in initial_labels["hexagon"]]

# Selection rule on all 36 amplitudes; the allowed set must not depend on centre
masks = []
for name in centres:
    mask = np.zeros((3, 3, 4), bool)
    for f, i, v in itertools.product(range(3), range(3), range(4)):
        mask[f, i, v] = (final_labels[name][f] - initial_labels[name][i]
                         - phonon_labels[name][v]) % 3 == 0
    masks.append(mask)
assert all(np.array_equal(masks[0], mask) for mask in masks)
allowed = masks[0]
g_bare, g_full, smallest_excitation = couplings(potential)
for g in (g_bare, g_full):
    # finite-difference mode vectors limit how exactly the zeros can appear
    assert np.max(abs(g[~allowed])) < 1e-5 * np.max(abs(g))
    assert np.min(abs(g[allowed])) > 1e3 * np.max(abs(g[~allowed]))
assert np.allclose(abs(g_full), abs(g_full.transpose(1, 0, 2)),
                   atol=1e-5 * np.max(abs(g_full)))

# Stretched wells keep the translations but remove the threefold rotation
stretch = 1.1
stretched_potential, _ = ground_state(tau, stretch, density)
_, g_stretched, _ = couplings(stretched_potential, stretch)
assert (np.max(abs(g_stretched[~allowed]))
        > 1e3 * np.max(abs(g_full[~allowed])))

print(f"lattice constant = {a:.1f} angstrom; |K| = {K[0]:.4f} 1/angstrom")
print(f"masses A, B = {masses[0]:.0f}, {masses[1]:.0f} u")
print(f"springs alpha, beta = {alpha:.0f}, {beta:.0f} eV/angstrom^2")
print(f"well depths A, B = {-depths[0]:.0f}, {-depths[1]:.0f} eV")
print(f"well width = {width:.1f} angstrom; U = {U:.0f} eV angstrom^2")
print(f"plane-wave cutoff = {cutoff:.0f} 1/angstrom; k grid = 6 x 6")
for s, site_name in enumerate("AB"):
    parts = [orbital_part(K, s, c) for c in centres.values()]
    print(f"orbital part {site_name} (hexagon, A, B centre) = {parts}")
print(f"D diagonal A, B = {sA:.4f}, {sB:.4f} eV/(angstrom^2 u)")
print(f"D coupling A-,B+ = {dynamical[1, 2].real:.4f} eV/(angstrom^2 u)")
for v in range(4):
    print(f"mode {v + 1}: energy = {1000 * phonon_energies[v]:.2f} meV, "
          f"mean spin part = {mean_spin[v]:+.3f}")
    print("  weights " + ", ".join(f"{name} {weights[b, v]:.3f}"
                                  for b, name in enumerate(basis_names)))
for name in centres:
    print(f"PAM about {name}: modes {phonon_labels[name]}")
    print(f"  bands at K {initial_labels[name]}, at K' {final_labels[name]}")
band_energies = bands(K_frac, potential)[0][:3]
print("band energies at K = "
      + ", ".join(f"{e:.3f}" for e in band_energies) + " eV")
for b in range(3):
    on_sites = abs(electron_function(K_frac, b)(tau))**2
    print(f"band {b + 1} relative density at A, B = "
          f"{on_sites[0]:.3f}, {on_sites[1]:.3f}")
print(f"smallest k to k+K excitation = {smallest_excitation:.3f} eV")
print(f"response vs finite difference, relative error = {response_error:.1e}")
print("screened |g| in meV, K to K', modes 1 to 4:")
for i in range(3):
    for f in range(i, 3):
        print(f"  band {i + 1} to {f + 1}: "
              + ", ".join(f"{abs(x):.3f}" for x in g_full[f, i]))
print("bare |g| in meV, band 2 to 2, modes 1 to 4: "
      + ", ".join(f"{abs(x):.3f}" for x in g_bare[1, 1]))
print(f"allowed amplitudes = {allowed.sum()} of {allowed.size}")
print(f"smallest allowed |g| = {np.min(abs(g_full[allowed])):.3f} meV")
print(f"largest forbidden |g| = {np.max(abs(g_full[~allowed])):.1e} meV")
print(f"well stretch along x = {stretch:.1f}")
print(f"largest formerly forbidden |g|, stretched = "
      f"{np.max(abs(g_stretched[~allowed])):.3f} meV")
print("OK")
```

It prints:

```
lattice constant = 3.0 angstrom; |K| = 1.3963 1/angstrom
masses A, B = 40, 20 u
springs alpha, beta = 20, 2 eV/angstrom^2
well depths A, B = 50, 20 eV
well width = 0.5 angstrom; U = 5 eV angstrom^2
plane-wave cutoff = 9 1/angstrom; k grid = 6 x 6
orbital part A (hexagon, A, B centre) = [1, 0, -1]
orbital part B (hexagon, A, B centre) = [-1, 1, 0]
D diagonal A, B = 0.9750, 1.9500 eV/(angstrom^2 u)
D coupling A-,B+ = 1.0607 eV/(angstrom^2 u)
mode 1: energy = 35.13 meV, mean spin part = -0.418
  weights A+ 0.000, A- 0.709, B+ 0.291, B- 0.000
mode 2: energy = 63.84 meV, mean spin part = +1.000
  weights A+ 1.000, A- 0.000, B+ 0.000, B- 0.000
mode 3: energy = 90.28 meV, mean spin part = -1.000
  weights A+ 0.000, A- 0.000, B+ 0.000, B- 1.000
mode 4: energy = 104.85 meV, mean spin part = +0.418
  weights A+ 0.000, A- 0.291, B+ 0.709, B- 0.000
PAM about hexagon: modes [0, -1, 1, 0]
  bands at K [1, -1, 0], at K' [-1, 1, 0]
PAM about A site: modes [-1, 1, 0, -1]
  bands at K [0, 1, -1], at K' [0, -1, 1]
PAM about B site: modes [1, 0, -1, 1]
  bands at K [-1, 0, 1], at K' [1, 0, -1]
band energies at K = -15.479, -5.678, -1.124 eV
band 1 relative density at A, B = 7.378, 0.000
band 2 relative density at A, B = 0.000, 3.703
band 3 relative density at A, B = 0.000, 0.000
smallest k to k+K excitation = 9.801 eV
response vs finite difference, relative error = 5.9e-05
screened |g| in meV, K to K', modes 1 to 4:
  band 1 to 1: 0.000, 0.000, 110.333, 0.000
  band 1 to 2: 319.756, 0.000, 0.000, 252.306
  band 1 to 3: 0.000, 484.942, 0.000, 0.000
  band 2 to 2: 0.000, 206.584, 0.000, 0.000
  band 2 to 3: 0.000, 0.000, 233.936, 0.000
  band 3 to 3: 119.165, 0.000, 0.000, 104.783
bare |g| in meV, band 2 to 2, modes 1 to 4: 0.000, 247.441, 0.000, 0.000
allowed amplitudes = 12 of 36
smallest allowed |g| = 104.783 meV
largest forbidden |g| = 1.1e-06 meV
well stretch along x = 1.1
largest formerly forbidden |g|, stretched = 45.529 meV
OK
```
